# The Levy-Perdew-Sahni equation and the Pauli potential, derived twice

## What is missing without the Pauli potential

Suppose the Kohn-Sham potential \(v_{KS}\) of a system is known, and one tries to obtain the density \(n\) without orbitals, by solving a single Schrödinger equation for \(\sqrt n\) in that potential. The lowest solution puts every electron into the lowest orbital. For the two parallel-spin electrons treated below, the eigenvalue would be \(-1.657\) hartree instead of \(-0.849\) hartree, and the density at the centre would be twice the right value. The exclusion principle has been lost.

A one-orbital equation for \(\sqrt n\) does exist, but its potential must contain an additional term, the Pauli potential \(v_P\). In Hartree atomic units,

\[
\left[-\tfrac12\nabla^2+v_{eff}(\mathbf r)\right]\sqrt{n}=\mu\sqrt{n},\qquad v_{eff}=v_{KS}+v_P, \tag{1}
\]

\[
v_P=\frac{t_s-t_W}{n}+\sum_i f_i(\varepsilon_H-\varepsilon_i)\frac{|\phi_i|^2}{n}, \tag{2}
\]

\[
t_s=\tfrac12\sum_i f_i|\nabla\phi_i|^2,\qquad t_W=\frac{|\nabla n|^2}{8n}. \tag{3}
\]

Here \(\phi_i,\varepsilon_i,f_i\) are the Kohn-Sham orbitals, energies and occupations, \(n=\sum_i f_i|\phi_i|^2\), and \(\varepsilon_H\) is the highest occupied energy. The eigenvalue is \(\mu=E_N-E_{N-1}=-I\), with \(E_N\) the ground-state energy of \(N\) electrons and \(I\) the ionization energy.

Throughout, the external potential \(v\) is local and vanishes at infinity, there is no magnetic field, the last electron is bound, and \(n>0\). At a point nucleus, where \(v\) diverges, the local equations are read as limits.

## First derivation: from the wave function

**Factorization.** Let \(\Psi(x_1,\dots,x_N)\) be the normalized ground state, with \(x=(\mathbf r,\sigma)\). Write \(\langle\cdot|\cdot\rangle\) for the sum over \(\sigma_1\) and the integral over \(x_2,\dots,x_N\), with \(\mathbf r_1=\mathbf r\) held fixed. The density is \(n(\mathbf r)=N\langle\Psi|\Psi\rangle\). Define the conditional amplitude \(\Phi\) by

\[
\Psi=\sqrt{n(\mathbf r)/N}\;\Phi,\qquad \langle\Phi|\Phi\rangle=1\ \text{ at every }\mathbf r. \tag{4}
\]

It describes the other \(N-1\) electrons when one electron is known to be at \(\mathbf r\). Differentiating the normalization once and twice gives

\[
\mathrm{Re}\langle\Phi|\nabla\Phi\rangle=0,\qquad \mathrm{Re}\langle\Phi|\nabla^2\Phi\rangle=-\langle\nabla\Phi|\nabla\Phi\rangle, \tag{5}
\]

where \(\nabla\) acts on \(\mathbf r\).

**Projection.** Separate the terms of the Hamiltonian that contain electron 1:

\[
H_N=-\tfrac12\nabla^2+v(\mathbf r)+\sum_{j=2}^N\frac1{|\mathbf r-\mathbf r_j|}+H_{N-1}.
\]

Insert (4) into \(H_N\Psi=E_N\Psi\) and drop the common factor \(1/\sqrt N\). The product rule gives

\[
\nabla^2(\sqrt n\,\Phi)=\Phi\nabla^2\sqrt n+2\nabla\sqrt n\cdot\nabla\Phi+\sqrt n\,\nabla^2\Phi .
\]

Project on \(\Phi\) and take the real part. By (5), the middle term vanishes and the last becomes \(-\sqrt n\langle\nabla\Phi|\nabla\Phi\rangle\). After multiplication by \(-\tfrac12\) it enters with a plus sign:

\[
-\tfrac12\nabla^2\sqrt n+\Big[\tfrac12\langle\nabla\Phi|\nabla\Phi\rangle+v+\Big\langle\Phi\Big|\sum_j\tfrac1{|\mathbf r-\mathbf r_j|}\Big|\Phi\Big\rangle+\langle\Phi|H_{N-1}|\Phi\rangle\Big]\sqrt n=E_N\sqrt n .
\]

Subtracting \(E_{N-1}\sqrt n\) from both sides gives the Levy-Perdew-Sahni equation with \(\mu=E_N-E_{N-1}\) and

\[
v_{eff}=v+v_{rep}+v_{ion}+v_{kin}, \tag{6}
\]

\[
\begin{aligned}
v_{rep}&=\Big\langle\Phi\Big|\sum_j\tfrac{1}{|\mathbf r-\mathbf r_j|}\Big|\Phi\Big\rangle,\\
v_{ion}&=\langle\Phi|H_{N-1}-E_{N-1}|\Phi\rangle,\qquad v_{kin}=\tfrac12\langle\nabla\Phi|\nabla\Phi\rangle .
\end{aligned}
\]

The term \(v_{ion}\) is the excitation energy of the remaining electrons when one electron is found at \(\mathbf r\). It cannot be negative, because \(\Phi\) is antisymmetric in \(x_2,\dots,x_N\) and the variational principle applies. The term \(v_{kin}\) measures how fast the state of the others changes as \(\mathbf r\) moves, and it is non-negative as a squared norm.

**Why \(\sqrt n\) is the lowest state.** Take a real trial function \(f=\sqrt n\,g\). Then

\[
\tfrac12|\nabla f|^2=\tfrac12 n|\nabla g|^2+\tfrac12\nabla\sqrt n\cdot\nabla(\sqrt n\,g^2),
\]

as expanding both sides shows. Integrate the last term by parts, with vanishing boundary terms, and use \(-\tfrac12\nabla^2\sqrt n=(\mu-v_{eff})\sqrt n\). The result is

\[
\int\left[\tfrac12|\nabla f|^2+(v_{eff}-\mu)f^2\right]d\mathbf r=\tfrac12\int n|\nabla g|^2\,d\mathbf r\ \ge 0 .
\]

No state therefore lies below \(\mu\).

**The same step for the Kohn-Sham system.** Assume now that \(n\) is also the ground-state density of non-interacting electrons in a potential \(v_{KS}\) that vanishes at infinity, and that their state is one determinant \(\Psi_s\) with energy \(E_s\). The argument above applies with \(v\to v_{KS}\) and no repulsion. Removing the highest electron leaves the energy \(E_s-\varepsilon_H\), so the eigenvalue is \(\varepsilon_H\).

Expand the determinant in its first row. With spin orbitals \(\phi_a\) and the normalized determinants \(D_a\) that lack orbital \(a\),

\[
\Phi_s=\sum_a(-1)^{a+1}\frac{\phi_a(x_1)}{\sqrt n}\,D_a(x_2,\dots,x_N).
\]

The \(D_a\) are orthonormal and have energies \(E_s-\varepsilon_a\). The ion term is therefore a weighted mean of \((E_s-\varepsilon_a)-(E_s-\varepsilon_H)=\varepsilon_H-\varepsilon_a\). Summed over spin, this is the second term of (2). The kinetic term is \(\tfrac12\sum_i f_i|\nabla(\phi_i/\sqrt n)|^2\). With

\[
\nabla\frac{\phi_i}{\sqrt n}=\frac{\nabla\phi_i}{\sqrt n}-\frac{\phi_i\nabla n}{2n^{3/2}},\qquad \sum_i f_i\,\mathrm{Re}\,\phi_i^*\nabla\phi_i=\tfrac12\nabla n,
\]

it becomes

\[
\tfrac12\left[\frac{2t_s}{n}-\frac{|\nabla n|^2}{2n^2}+\frac{|\nabla n|^2}{4n^2}\right]=\frac{t_s}{n}-\frac{|\nabla n|^2}{8n^2}=\frac{t_s-t_W}{n}, \tag{7}
\]

the first term of (2). The effective potential of the Kohn-Sham system is thus \(v_{KS}+v_P\), and both parts of \(v_P\) are non-negative.

**Joining the two systems.** Both equations contain the same \(\sqrt n\). Dividing each by \(\sqrt n\) gives

\[
v_{eff}-\mu=\frac{\nabla^2\sqrt n}{2\sqrt n}=v_{KS}+v_P-\varepsilon_H. \tag{8}
\]

The density thus fixes the effective potential up to a constant. To find the constant, let \(\mathbf r\to\infty\), assuming that the conditional amplitude of each system relaxes to a ground state of the remaining \(N-1\) electrons. Then \(v_{ion}\), \(v_{kin}\), \(v_{rep}\) and \(v_P\) tend to zero, and (8) leaves \(\mu=\varepsilon_H\). With this, (8) is the split in (1).

The relaxation can fail in special directions. If every orbital with energy \(\varepsilon_H\) vanishes on a plane and a single lower orbital \(\phi_i\) dominates the density there, then \(f_i|\phi_i|^2/n\to1\), and the second term of (2) tends to \(\varepsilon_H-\varepsilon_i\) along that plane. The first term can even grow without bound there: the derivative of the highest orbital normal to the plane still enters \(t_s\), adds nothing to \(t_W\), and is divided by the faster-decaying density of \(\phi_i\). For two non-interacting parallel-spin electrons, one each in the 1s and 2p\(_z\) orbitals of \(-1/r\), the plane \(z=0\) has \(t_s-t_W=e^{-r}/(64\pi)\) and \(n=e^{-2r}/\pi\), so \(v_P=\tfrac38+e^{r}/64\) there. The constant must be taken from the other directions.

## Second derivation: from the energy functional

**The Euler equation.** Write the ground-state energy as the minimum of

\[
E[n]=T_s[n]+\int v\,n\,d\mathbf r+E_H[n]+E_{xc}[n],
\]

where \(T_s\) is the non-interacting kinetic energy, \(E_H\) the Hartree energy and \(E_{xc}\) the exchange-correlation energy. Let the functionals be extended to fractional electron number by ensembles. If the energies \(E_N\) are convex in \(N\), removing a fraction \(\delta\) of an electron gives \(E_{N-\delta}=(1-\delta)E_N+\delta E_{N-1}\). The slope on the removal side is \(E_N-E_{N-1}=\mu\), and this slope is the Lagrange multiplier of the minimization:

\[
\frac{\delta T_s}{\delta n}+v_{KS}=\mu,\qquad v_{KS}=v+\frac{\delta(E_H+E_{xc})}{\delta n}. \tag{9}
\]

All derivatives are taken on the removal side. On the addition side the slope is \(E_{N+1}-E_N\), in general a different number.

**Splitting the kinetic energy.** Let \(T_W=\int t_W\,d\mathbf r\). With \(s=\sqrt n\), we have \(\nabla n=2s\nabla s\), so \(T_W=\tfrac12\int|\nabla s|^2d\mathbf r\). A change \(\delta n\) gives \(\delta s=\delta n/(2s)\), and

\[
\delta T_W=\int\nabla s\cdot\nabla\delta s\,d\mathbf r=-\int(\nabla^2s)\,\delta s\,d\mathbf r
\quad\Rightarrow\quad
\frac{\delta T_W}{\delta n}=-\frac{\nabla^2\sqrt n}{2\sqrt n}. \tag{10}
\]

Define \(v_P=\delta(T_s-T_W)/\delta n\). Then (9) reads

\[
-\frac{\nabla^2\sqrt n}{2\sqrt n}+v_P+v_{KS}=\mu ,
\]

and multiplication by \(\sqrt n\) gives (1).

**Evaluating the derivative.** It remains to show that this \(v_P\) is the expression (2). The density \(n\) also minimizes \(T_s[n]+\int v_{KS}n\,d\mathbf r\) with \(v_{KS}\) held fixed. The removal slope of that non-interacting energy is \(\varepsilon_H\), so \(\delta T_s/\delta n=\varepsilon_H-v_{KS}\). Comparison with (9) gives \(\varepsilon_H=\mu\), and with (10)

\[
v_P=\varepsilon_H-v_{KS}+\frac{\nabla^2\sqrt n}{2\sqrt n}. \tag{11}
\]

To eliminate \(v_{KS}\), multiply \(-\tfrac12\nabla^2\phi_i+v_{KS}\phi_i=\varepsilon_i\phi_i\) by \(f_i\phi_i^*\), sum over \(i\) and take the real part. Differentiating the density twice gives

\[
\nabla^2n=4t_s+2\sum_i f_i\,\mathrm{Re}\,\phi_i^*\nabla^2\phi_i ,
\]

so the kinetic part of the sum is \(t_s-\tfrac14\nabla^2n\), and

\[
v_{KS}\,n=\sum_i f_i\varepsilon_i|\phi_i|^2-t_s+\tfrac14\nabla^2n. \tag{12}
\]

For the square root, \(\nabla^2n=2s\nabla^2s+2|\nabla s|^2\) and \(|\nabla s|^2=|\nabla n|^2/(4n)=2t_W\). Hence \(\tfrac12 s\nabla^2s=\tfrac14\nabla^2n-t_W\). Multiply (11) by \(n\) and insert both results. The terms \(\tfrac14\nabla^2n\) cancel:

\[
v_P\,n=\varepsilon_H n-\sum_i f_i\varepsilon_i|\phi_i|^2+t_s-t_W .
\]

Writing \(\varepsilon_Hn=\sum_i f_i\varepsilon_H|\phi_i|^2\) and dividing by \(n\) gives (2).

## What each derivation assumes

The wave-function route obtains the \(\sqrt n\) equation from the Schrödinger equation alone. It needs no density functional and no Kohn-Sham system until the potential is split. It shows why \(v_P\ge0\) and what its two parts mean. Its price is the asymptotic assumption that identifies \(\mu\) with \(\varepsilon_H\).

The functional route needs more at the start: a non-interacting system with the same density, functional derivatives that exist, and convex energies \(E_N\). In return it shows that \(v_P\) is the derivative of the kinetic energy that \(T_W\) leaves out. This is the quantity that an orbital-free method must approximate, since (2) itself requires the orbitals. The constant in \(v_{KS}\) is now set by the removal-side derivative instead of the behaviour at infinity. When the assumptions of both routes hold, \(\varepsilon_H=\mu\) in both, so the two constants agree.

The algebra from (11) to (2) uses nothing but the orbital equations. It therefore also holds for the orbitals of an approximate functional whose potential is local, multiplicative and common to all orbitals, with \(\varepsilon_H\) as the eigenvalue in (1). What may then fail is \(\varepsilon_H=-I\).

If all electrons share one real spatial orbital, then \(\phi/\sqrt n\) is constant and no level lies below \(\varepsilon_H\). Both terms of (2) vanish, and \(v_{eff}=v_{KS}\).

## Two interacting electrons in one dimension

Take two parallel-spin electrons in \(v=-3/\sqrt{x^2+1}\), with repulsion \(1/\sqrt{(x_1-x_2)^2+1}\). These are round model parameters. The lowest state of this spin sector was computed on a grid of spacing 0.125 bohr without a mean-field approximation. It is not the overall ground state of two electrons in this model, since the singlet lies lower. The Hamiltonian does not flip spins, so the derivations apply within the parallel-spin sector: \(E_2\) below is the lowest energy of that sector, and \(-\mu\) is the energy needed to remove an electron from that state. The energies give

\[
\mu=-3.1851-(-2.3357)=-0.8494\ \text{hartree}\quad(-23.11\ \text{eV}).
\]

The potential \(v_{eff}\) was built from the interacting state by (6). Its lowest level agrees with \(\mu\) to all five printed decimals. Separately, \(v_{KS}\) was found by adjusting a potential until its two lowest orbitals reproduced the interacting density, and \(v_P\) was evaluated from those orbitals by (2). In hartree, with \(x\) in bohr:

| \(x\) | \(v_{KS}\) | \(v_P\) | \(v_{eff}\) |
|---|---|---|---|
| 0 | −2.2071 | 1.3532 | −0.8539 |
| 1 | −1.5524 | 0.5193 | −1.0330 |
| 2 | −0.9165 | 0.1144 | −0.8021 |
| 4 | −0.4804 | 0.0073 | −0.4731 |

At the centre the two constructions read

\[
\begin{aligned}
v+v_{rep}+v_{ion}+v_{kin}&=-3.0000+0.5735+0.9931+0.5795=-0.8539,\\
v_{KS}+v_P&=-2.2071+(0.5455+0.8077)=-0.8539 .
\end{aligned}
\]

For \(|x|\le6\) bohr, \(v_{eff}\) and \(v_{KS}+v_P\) differ by at most \(2.1\times10^{-7}\) hartree, a numerical residue of the grid and of the density matching. The constant of \(v_{KS}\) was set here by \(\varepsilon_H=\mu\), so this comparison tests the shape of the two potentials; the constant is examined below.

The second orbital is odd and vanishes at \(x=0\), so the whole density there comes from the first. The level term then equals the full gap \(\varepsilon_H-\varepsilon_1=0.8077\) hartree. The Pauli potential raises the centre and pushes density outwards: \(v_{KS}\) is deepest at \(x=0\), while \(v_{eff}\) is lower at \(x=1\) than at the centre.

The sum \(v_{ion}+v_{kin}=1.5726\) hartree at the centre is larger than \(v_P=1.3532\) hartree. The Pauli potential belongs to the non-interacting system with the same density. The remaining 0.2194 hartree is part of \(v_{KS}\), for which \(v_{KS}-v=0.7929=0.5735+0.2194\) hartree.

The equality \(\varepsilon_H=\mu\) was tested by fixing the constant of \(v_{KS}\) through its expected tail \(-2/\sqrt{x^2+1}\) at \(x=7\) bohr. This gave \(\varepsilon_H=-0.8507\) hartree, which differs from \(\mu\) by 0.0013 hartree. That difference is the amount by which \(v_{KS}\) at this finite distance departs from the assumed tail when \(\varepsilon_H=\mu\) is imposed. The table uses the latter choice.

The derivative property was tested as well. When a small charge is removed from the highest orbital, \(T_s-T_W\) falls by 0.35105 hartree per electron, and \(\int v_P|\phi_H|^2dx\) gives 0.35104 hartree. The last digit of the first number depends on the finite charge removed, \(10^{-4}\) electron; as that charge shrinks, the slope tends to 0.35104 hartree. A constant added to \(v_P\) would shift this integral by that constant, so the test also confirms the constant in (2).

## A slow tail in three dimensions

In the model above \(v_P\) is small by \(x=4\) bohr, but it need not decay quickly. Consider ten non-interacting electrons that fill 1s, 2s and 2p in the potential \(-1/r\). The p orbitals have the form \(x_cg(r)\) with \(x_c=x,y,z\), so their density is \(n_p=2r^2g^2\). Since \(\nabla(x_cg)=\mathbf e_cg+x_cg'\,\mathbf r/r\), they contribute

\[
t_s^{(p)}=\sum_c|\nabla(x_cg)|^2=3g^2+2rgg'+r^2g'^2=2g^2+(g+rg')^2 .
\]

The last term is the radial part. The angular part \(2g^2=n_p/r^2\) adds \(n_p/(n r^2)\) to \(v_P\). Far out, 2s and 2p have the same exponential and equal leading densities, so \(n_p/n\to\tfrac12\). The 1s contribution is exponentially small. The ratio of the 2s and 2p radial functions approaches a constant with corrections of order \(1/r\); its derivative is of order \(1/r^2\) and enters \(v_P\) squared, as \(1/r^4\). Hence \(r^2v_P\to\tfrac12\).

The program gives \(r^2v_P=0.505\) hartree bohr² at \(r=200\) bohr. It also confirms at four radii that \(-1/r+v_P\) is the potential obtained from the curvature of \(\sqrt n\). The Pauli potential still vanishes at infinity, as the choice of constant requires, but in this system it does so as a power of \(r\), while the density falls exponentially.

## Computed values

```
model nuclear charge            3.0 e
grid spacing                    0.125 bohr
largest |x| on grid             9.000 bohr
E_2 (parallel spins)            -3.18508 hartree
E_1                             -2.33570 hartree
mu = E_2 - E_1                  -0.84939 hartree
mu converted                    -23.113 eV
lowest level in v_eff           -0.84939 hartree
max error of sqrt(n)            6.6e-08 bohr^-1/2
max local error, sqrt(n) eq.    6.3e-07 hartree
inversion sweeps                111
max density error, inversion    8.8e-11 bohr^-1
eps_H, constant from tail       -0.85071 hartree
eps_1 (aligned, eps_H = mu)     -1.65705 hartree
eps_H - eps_1                   0.80766 hartree
max |v_eff - v_KS - v_P|        2.1e-07 hartree
Parts of v_eff from the interacting state (hartree):
x/bohr   v        repuls.  ion      kinetic  v_eff
 0.0   -3.0000   0.5735   0.9931   0.5795  -0.8539
 0.5   -2.6833   0.5500   0.7655   0.3852  -0.9826
 1.0   -2.1213   0.5018   0.4284   0.1580  -1.0330
 2.0   -1.3416   0.3944   0.1193   0.0258  -0.8021
 3.0   -0.9487   0.3037   0.0373   0.0060  -0.6016
 4.0   -0.7276   0.2398   0.0129   0.0017  -0.4731
 6.0   -0.4932   0.1649   0.0020   0.0002  -0.3261
Kohn-Sham split (n in bohr^-1, potentials in hartree):
x/bohr   n        v_KS     P-kin    P-level  v_P      sum
 0.0   0.55174  -2.2071   0.5455   0.8077   1.3532  -0.8539
 0.5   0.54289  -1.9903   0.3798   0.6279   1.0077  -0.9826
 1.0   0.47038  -1.5524   0.1704   0.3489   0.5193  -1.0330
 2.0   0.19612  -0.9165   0.0295   0.0849   0.1144  -0.8021
 3.0   0.04722  -0.6291   0.0061   0.0214   0.0275  -0.6016
 4.0   0.00837  -0.4804   0.0015   0.0058   0.0073  -0.4731
 6.0   0.00016  -0.3267   0.0001   0.0005   0.0006  -0.3261
Change of T_s - T_W per unit potential strength:
  direct -0.10993, from v_P -0.10993 (a.u.)
Change of T_s - T_W per electron removed from top orbital:
  direct 0.35105, from v_P 0.35104 hartree
3D, ten electrons in -1/r: r/bohr, v_P, v_eff (hartree)
   0.5    0.4148729   -1.5851271
   2.0    0.4998030   -0.0001970
   8.0    0.0102611   -0.1147389
 200.0    0.0000126   -0.0049874
r^2 v_P at largest r            0.5050 hartree bohr^2
```
